Geometry errors of a borrowed saddle and the path-maximum bound, part 1

(Sections cited here and not found follow in the second part.)

**1. Single-point errors at a low-level saddle**

For the isomerization HCN → HNC, take the stationary geometries from restricted Hartree–Fock theory (RHF) and compute the energies there with second-order Møller–Plesset theory (MP2), both in the 6-31G basis. The barrier comes out as 290.69 kJ/mol (the numerical optimization of the reactant geometry leaves this uncertain by about 0.1 kJ/mol). With geometries optimized by MP2 itself it is 302.58 kJ/mol. The borrowed geometries have made the barrier 11.89 kJ/mol too low, although the energy at the borrowed saddle is 3.57 kJ/mol too high. Moving 0.09 Å along the RHF reaction path, to the nearby maximum of the MP2 energy on that path, raises the saddle error further, to 5.65 kJ/mol. To see where these signs come from, we need the shape of an energy surface near a saddle and near a minimum.

Let V_H(q) be the potential energy surface of the high-level method and V_L(q) that of the low-level method. The n numbers q are internal coordinates, so overall translation and rotation are absent. Let x_H and x_L be the saddles of the two surfaces that belong to the same reaction, and define

d = x_L − x_H. (1)

The single-point error of the saddle energy is

e_SP = V_H(x_L) − V_H(x_H). (2)

Both energies in (2) belong to the high-level method, so this is a pure geometry error. It does not contain the difference between V_H and the true energy. For HCN the word "error" will accordingly mean a deviation from MP2/6-31G with all electrons correlated. That reference lacks correlation beyond second order, polarization functions in the basis, and zero-point vibration. At the MP2 geometry of HCN the RHF solution is also unstable towards an unrestricted one, although it is stable at both saddles. All HCN numbers below belong to this one basis and pair of methods; they are not converged properties of the molecule.

We assume that V_H has continuous third derivatives near x_H. Since x_H is a stationary point, the linear term of the Taylor series vanishes there, and for a small displacement z

V_H(x_H + z) = V_H(x_H) + ½ zᵀFz + O(|z|³), (3)

where F is the matrix of second derivatives of V_H at x_H. Setting z = d gives

e_SP = ½ dᵀFd + O(|d|³). (4)

The saddle is assumed to be of first order and nondegenerate: F has one negative eigenvalue, n − 1 positive ones and no zero ones. This property does not depend on the coordinates chosen. If q is expressed through other coordinates q′ with the invertible Jacobian J = ∂q/∂q′, the chain rule gives

F′ = JᵀFJ + Σ_i (∂V_H/∂q_i) ∂²q_i/∂q′∂q′. (5)

The sum vanishes at x_H because the gradient does. What remains is JᵀFJ, which is the same quadratic form written for transformed vectors.

The number of negative eigenvalues survives this transformation, by a dimension argument that will be needed again. Let P be the space spanned by the eigenvectors of F with positive eigenvalues. Its dimension is n − 1, and zᵀFz > 0 for every nonzero z in P. A two-dimensional subspace S and P have dimensions that add up to n + 1, which exceeds n, so they share a nonzero vector. Hence

every two-dimensional subspace contains a vector z with zᵀFz > 0. (6)

There is thus a one-dimensional subspace on which the form is negative, but no two-dimensional one. An invertible linear map turns subspaces into subspaces of the same dimension, so this statement holds for JᵀFJ as well. By the same reasoning there is an (n − 1)-dimensional subspace on which the transformed form is positive. The transformed matrix therefore also has one negative and n − 1 positive eigenvalues. This is Sylvester's law of inertia for the case needed here.

To separate the contributions to (4) we use the normal modes of the high-level saddle. They need a kinetic energy, which in internal coordinates is ½ q̇ᵀG⁻¹q̇ for a molecule without overall rotation. The Wilson matrix G is

G = B M⁻¹ Bᵀ, (7)

where B contains the derivatives of the internal coordinates with respect to the Cartesian ones and M is the diagonal matrix of atomic masses. G is symmetric and positive definite, so it has a symmetric square root G^½. The matrix G^½FG^½ is symmetric and can be written as UΛUᵀ with orthogonal U and diagonal Λ. Put L = G^½U. Then

LᵀG⁻¹L = UᵀG^½G⁻¹G^½U = UᵀU = 1, (8)

LᵀFL = UᵀG^½FG^½U = Λ. (9)

The columns of L are the normal modes. The diagonal elements λ_i of Λ are squared angular frequencies, and by the law of inertia one of them is negative. We number the modes so that λ₁ < 0 and λ_i > 0 for i > 1. The first mode is the reactive mode, and its frequency is imaginary.

Expand the displacement in these modes, d = LQ. Inserting this in (4) and using (9) gives dᵀFd = QᵀLᵀFLQ = QᵀΛQ, so that

e_SP = −½|λ₁|Q₁² + ½ Σ_{i>1} λ_i Q_i² + O(|d|³). (10)

This is the first half of the result. A low-level saddle displaced along the reactive mode lies on the slope towards reactant or product, and the high-level energy there is too low. A low-level saddle displaced across the reactive mode lies on a wall of the pass, and the energy there is too high. In general both displacements occur. The total error can have either sign, and it can be small because two larger errors cancel. For two modes the quadratic error changes sign where

(Q₂/Q₁)² = |λ₁|/λ₂. (11)

The individual terms of (10) depend on the atomic masses, because the modes do. Their sum is ½dᵀFd and contains no mass. An isotopic substitution therefore redistributes the quadratic error among the modes without changing its total. This is as it should be, since neither V_H nor the two saddle geometries depend on the masses.

A minimum behaves differently. Let x_H^R and x_L^R be the high-level and low-level reactant geometries. All eigenvalues of the Hessian at x_H^R are positive, and therefore

e_R = V_H(x_L^R) − V_H(x_H^R) ≥ 0. (12)

This inequality does not need the quadratic approximation. It holds whenever x_L^R lies in the basin of x_H^R, the region from which steepest descent on V_H leads to x_H^R, because descent can only lower the energy. A borrowed minimum makes an energy too high; a borrowed saddle has no such fixed sign.

The displacement d can be traced to the difference between the surfaces. Let W = V_L − V_H, and suppose that the first and second derivatives of W are of the order of a small number ε. At x_L the gradient of V_L vanishes:

0 = ∇V_H(x_L) + ∇W(x_L). (13)

Differentiating (3) gives ∇V_H(x_L) = Fd + O(|d|²). With w = ∇W(x_H), we also have ∇W(x_L) = w + O(ε|d|). Since F is invertible, (13) makes d of order ε, and to leading order

Fd = −w, that is, d = −F⁻¹w. (14)

Multiply the first form by Lᵀ. With d = LQ and (9), the left side becomes LᵀFLQ = ΛQ. Writing p = Lᵀw for the components of the gradient difference along the modes, we obtain Q_i = −p_i/λ_i, and (10) becomes

e_SP = −p₁²/(2|λ₁|) + Σ_{i>1} p_i²/(2λ_i) + O(ε³). (15)

A constant difference between the two surfaces has no effect, however large it is, because W enters through its gradient. To this order, and with the second derivatives of W small as assumed, only the slope of W at the saddle counts. W may take very different values at the saddle and at the reactant, so the low-level method can have a very poor barrier height and still a good saddle geometry. Equation (15) also shows the role of stiffness. For a given gradient difference, a soft mode gives a larger error than a stiff one, because the displacement grows as 1/|λ_i| while the energy per squared displacement falls only as |λ_i|. A flat-topped barrier is therefore prone to a large negative contribution. If the barrier is so flat that d is no longer small, the expansion itself fails. Equations (14) and (15) also need the two Hessians to be close, which (4) and (10) do not. For the RHF and MP2 saddles of HCN this condition is poorly met: (15) gives about 5.9 kJ/mol where (10) gives 3.2 kJ/mol. The example below therefore uses the actual displacement d.

The HCN saddle shows both signs. Place C at the origin and N at the distance R on the positive first axis, with H at the point (x, y) in the molecular plane. The computed saddles are

RHF: R = 1.1872 Å, x = 0.3834 Å, y = 1.1462 Å;

MP2: R = 1.2231 Å, x = 0.4636 Å, y = 1.1430 Å.

The displacement d = (−0.0358, −0.0802, 0.0032) Å says that RHF makes the CN bond too short and places the hydrogen too far back towards the HCN side. The wavenumbers of the MP2 saddle are 1280i, 1940 and 2430 cm⁻¹. The three terms of (10) are −1.365, 4.489 and 0.093 kJ/mol (the numerical differentiation leaves them uncertain by a few hundredths), so the quadratic error is

−1.365 + 4.489 + 0.093 = 3.22 kJ/mol. (16)

The directly computed value is 3.57 kJ/mol. The difference of 0.35 kJ/mol contains the cubic and higher terms omitted from (10), together with the error of the numerical differentiation (steps of 0.01 Å) used for the MP2 saddle and its Hessian; with analytic gradients the MP2 saddle has R = 1.2230 Å, the second term becomes 4.46 and the sum 3.19 kJ/mol, so the differentiation error is about 0.03 kJ/mol; of the remaining 0.38 kJ/mol, 0.35 changes sign with d and is cubic in leading order. The quadratic values quoted later carry the same shift of about 0.03 kJ/mol.

The signs in (10) can be tested without the expansion. From the MP2 saddle, the molecule was displaced by 0.05 Å in both directions along each mode, the length being measured in the coordinates (R, x, y). The MP2 energy fell for both displacements along the reactive mode and rose for both displacements along each of the others. The mean changes were −0.604, 10.808 and 2.519 kJ/mol.

The wavenumbers also give the place of this saddle relative to the sign boundary (11). Since λ is proportional to the squared wavenumber, λ₂/|λ₁| = (1940/1280)² = 2.30. The ratio of the first two energy terms is 4.489/1.365 = 3.29, which by (10) equals 2.30 (Q₂/Q₁)². Hence (Q₂/Q₁)² = 1.43, while the boundary for these two modes lies at 1/2.30 = 0.43. The displacement is thus well inside the region of positive error. This may seem odd, because the hydrogen coordinate x changes by more than twice as much as R. The sign of the error cannot come from the masses, since ½dᵀFd contains none; it comes from stiffness. For equal lengths of 0.05 Å the energy change along the second mode is 10.808/0.604 = 18 times that along the reactive mode, so a displacement along the second mode that is shorter in the coordinates (R, x, y) can outweigh a longer one along the first. The factor and the word "shorter" depend on how length is measured: in mass-weighted coordinates the factor is 2.30 and the second displacement is the longer one, as found above. It is natural to read the second mode as mainly a CN stretch, but the mode vectors were not analysed, so this assignment remains an interpretation.

A remedy for the negative term should move the geometry along the reactive direction and leave the rest alone. The low-level method supplies such a direction through its reaction path. The intrinsic reaction coordinate (IRC) is the path of steepest descent from the saddle in mass-weighted Cartesian coordinates. In ordinary Cartesian coordinates r it satisfies dr/dτ = −M⁻¹∇_r V_L, with a path parameter τ that is not the time. The chain rule gives dq/dτ = B dr/dτ and ∇_r V_L = Bᵀ∇_q V_L, so with (7)

dq/dτ = −G∇V_L. (17)

Close to x_L, write q = x_L + z and let F_L be the Hessian of V_L at x_L. To first order,

dz/dτ = −G F_L z. (18)

Let the low-level modes be defined as in (8) and (9), with F_L in place of F and G taken at x_L. Equation (8) says that the inverse of Lᵀ is G⁻¹L. Multiplying LᵀF_L L = Λ by this inverse gives F_L L = G⁻¹LΛ, hence GF_L L = LΛ. Each low-level mode is thus an eigenvector of GF_L, and the solution of (18) is a sum of modes with factors exp(−λ_iτ). The reaction path must tend to x_L as τ → −∞. The factors with λ_i > 0 diverge in that limit, so their coefficients must vanish. What remains is the mode with the negative eigenvalue. The tangent of the reaction path at x_L, called t below, is therefore the reactive mode of the low-level saddle.

The single-point error at a borrowed saddle can have either sign, because displacement along the reactive mode lowers the high-level energy and displacement across it raises it; the low-level reaction path leaves its saddle along the low-level reactive mode. It remains to find what maximizing the high-level energy along that path does to the saddle error and to the barrier.
